# The Abrikosov Parameter and the Magnetization Slope below Hc2

## Problem

A superconductor with Ginzburg-Landau parameter $\kappa>1/\sqrt2$ is in a field $H$ slightly below its upper critical field $H_{c2}$. It contains a lattice of straight vortices, with one flux quantum per cell. The material is isotropic, and pinning, demagnetization and thermal fluctuations are neglected.

(a) Express the Abrikosov parameter
$$\beta_A=\frac{\langle|\psi|^4\rangle}{\langle|\psi|^2\rangle^2}$$
as a lattice sum of Gaussians, and evaluate it for the triangular and the square lattice. Angle brackets denote averages over a cell.

(b) Find the slope $dM/dH$ of the magnetization just below $H_{c2}$.

## A tempting solution to part (b)

Measure lengths in the penetration depth, magnetic induction in $\sqrt2\,\mu_0H_c$, applied field in $\sqrt2\,H_c$ and energy density in $\mu_0H_c^2$, where $H_c$ is the thermodynamic critical field. The energy density is the cell average
$$f=\left\langle-|\psi|^2+\tfrac12|\psi|^4+|\boldsymbol\Pi\psi|^2+b^2\right\rangle,\qquad \boldsymbol\Pi=-\frac{i}{\kappa}\nabla-\mathbf a,$$
with $b=\partial_xa_y-\partial_ya_x$. At fixed applied field $h$ the quantity to minimize is the Gibbs energy $g=f-2h\langle b\rangle$, since $HB/(\mu_0H_c^2)=2hb$ in these units.

The kinetic term can be rewritten. The derivatives in $\boldsymbol\Pi$ act on $\mathbf a$, so $[\Pi_x,\Pi_y]=ib/\kappa$. With $\Pi_\pm=\Pi_x\pm i\Pi_y$,
$$\Pi_-\Pi_+=\Pi_x^2+\Pi_y^2+i[\Pi_x,\Pi_y]=\boldsymbol\Pi^2-\frac b\kappa .$$
Take the average of $\psi^*$ times this operator acting on $\psi$, and integrate by parts. The boundary terms cancel because gauge-invariant products are periodic. With $\rho=|\psi|^2$,
$$\langle|\boldsymbol\Pi\psi|^2\rangle=\langle|\Pi_+\psi|^2\rangle+\frac1\kappa\langle b\rho\rangle. \tag{1}$$

Near $H_{c2}$ the order parameter is small, so it seems safe to set $b=h$ everywhere. The terms quadratic in $\psi$ are then lowest when $\Pi_+\psi=0$, the condition for the lowest Landau level, and they equal $-(1-h/\kappa)\langle\rho\rangle$. The normal state is unstable for $h<\kappa$, so $H_{c2}$ corresponds to $h=\kappa$. Writing $\bar\rho=\langle\rho\rangle$, we have
$$g=-h^2-\left(1-\frac h\kappa\right)\bar\rho+\frac{\beta_A}{2}\bar\rho^2 .$$
The minimum is at $\bar\rho=(1-h/\kappa)/\beta_A$, where $g=-h^2-(1-h/\kappa)^2/(2\beta_A)$. The mean induction is $\langle b\rangle=-\tfrac12\,dg/dh$, so
$$\langle b\rangle-h=-\frac{\kappa-h}{2\kappa^2\beta_A},\qquad \frac{dM}{dH}=\frac1{2\kappa^2\beta_A}\quad\text{(wrong)}.$$

## Where it fails

The answer contradicts its own assumption: $b$ was set equal to $h$, yet the mean of $b$ came out different from $h$.

The value of $H_{c2}$ is unaffected, because it follows from the terms linear in $\rho$. The slope, however, depends on the terms of order $\rho^2$. Supercurrents change the field by an amount $b_1=b-h$ of order $\rho$. This adds $\langle b_1^2\rangle+\langle b_1\rho\rangle/\kappa$ to the energy, which is also of order $\rho^2$. The tempting solution keeps the quartic term and drops another contribution of the same order.

## Correct energy

Let $b=h+b_1$. The magnetic terms become
$$b^2-2hb=(h+b_1)^2-2h(h+b_1)=-h^2+b_1^2 .$$

The lowest-level function must be built for the mean induction $\langle b\rangle$, which fixes the cell area. The remaining field $b-\langle b\rangle$ has zero mean and comes from a periodic vector potential of order $\rho$. Acting on $\psi\sim\rho^{1/2}$, this potential makes $\Pi_+\psi$ of order $\rho^{3/2}$. Higher Landau levels cost a finite energy and are driven by terms cubic in the small order parameter, so their amplitudes are also of order $\rho^{3/2}$. Both effects change the energy only at order $\rho^3$. Through order $\rho^2$, equation (1) therefore gives
$$g=-h^2-\left(1-\frac h\kappa\right)\bar\rho+\tfrac12\langle\rho^2\rangle+\frac1\kappa\langle b_1\rho\rangle+\langle b_1^2\rangle .$$

Minimizing over $b_1$ at each point gives $2b_1+\rho/\kappa=0$, or
$$b=h-\frac{\rho}{2\kappa}. \tag{2}$$
To this order the field equals the applied field at a vortex core, where $\rho=0$, and is reduced elsewhere. The two terms containing $b_1$ sum to
$$-\frac{\langle\rho^2\rangle}{2\kappa^2}+\frac{\langle\rho^2\rangle}{4\kappa^2}=-\frac{\langle\rho^2\rangle}{4\kappa^2}.$$
Screening thus weakens the quartic repulsion. Since $\langle\rho^2\rangle=\beta_A\bar\rho^2$,
$$g=-h^2-\left(1-\frac h\kappa\right)\bar\rho+\frac{\beta_A}{2}\left(1-\frac1{2\kappa^2}\right)\bar\rho^2. \tag{3}$$
It remains to find $\beta_A$.

## Part (a): the lattice sum

Use the unit of length $\ell=1/\sqrt{\kappa\langle b\rangle}$ and the gauge in which $\mathbf a$ points along $y$ and grows linearly with $x$. For $\psi=e^{iQy}u(x)$, the condition $\Pi_+\psi=0$ becomes $u'=(Q-x)u$, so $u=e^{-(x-Q)^2/2}$. Superpose these Gaussians with equally spaced $Q=nk$:
$$\psi=\sum_n e^{-i\pi\zeta n^2}e^{inky}e^{-(x-nk)^2/2}.$$
The overall amplitude is irrelevant to $\beta_A$.

Let $L=2\pi/k$. A shift by $\mathbf a_1=(0,L)$ leaves $\psi$ unchanged. A shift by $\mathbf a_2=(k,\zeta L)$ multiplies term $n$ by $e^{2\pi i n\zeta}$ and moves its Gaussian to $(n-1)k$. Setting $n=m+1$, the phase is
$$-\pi\zeta(m+1)^2+2\pi\zeta(m+1)=-\pi\zeta m^2+\pi\zeta .$$
Hence $\psi(\mathbf r+\mathbf a_2)=e^{i\pi\zeta+iky}\psi(\mathbf r)$, and $\rho$ is periodic in both directions. The cell area is $A=kL=2\pi$, which corresponds to one flux quantum. The choice of $\zeta$ and $k/L$ sets the lattice shape.

Write a reciprocal vector as $\mathbf G$, with $\mathbf G\cdot\mathbf a_1=2\pi p$ and $\mathbf G\cdot\mathbf a_2=2\pi q$. Its components are
$$G_y=pk,\qquad G_x=L(q-\zeta p).$$
The Fourier coefficient $\rho_{\mathbf G}$ is the average of $\rho e^{-i\mathbf G\cdot\mathbf r}$. It may be taken over the rectangle $0<x<k$, $0<y<L$, because strips of the oblique cell can be shifted by the period $L$.

In the double sum for $\psi\psi^*$, with indices $n$ and $m$, the $y$ integral keeps only $n=m+p$. Put $x=v+mk$. The factor $e^{-iG_xmk}=e^{2\pi i\zeta pm}$ cancels the $m$-dependent phase of the coefficients, and the intervals for successive $m$ join into the whole $v$ axis:
$$\rho_{\mathbf G}=\frac L{2\pi}e^{-i\pi\zeta p^2}\int_{-\infty}^{\infty}dv\,e^{-iG_xv}e^{-[(v-pk)^2+v^2]/2}.$$
The last exponent is $-(v-pk/2)^2-p^2k^2/4$. The Gaussian integral therefore gives
$$\sqrt\pi\,e^{-iG_xpk/2}\,e^{-(G_x^2+p^2k^2)/4}.$$
Since $kL=2\pi$, we have $G_xpk/2=\pi pq-\pi\zeta p^2$. The phases containing $\zeta$ cancel, leaving
$$\frac{\rho_{\mathbf G}}{\rho_0}=(-1)^{pq}e^{-G^2/4}.$$

By Parseval's theorem, $\langle\rho^2\rangle=\sum_{\mathbf G}|\rho_{\mathbf G}|^2$, while $\langle\rho\rangle=\rho_0$. Squaring removes the sign and doubles the exponent:
$$\beta_A=\sum_{\mathbf G}e^{-G^2/2}.$$
A direct lattice vector $\mathbf R=m\mathbf a_1+n\mathbf a_2$ has $R^2=n^2k^2+L^2(m+n\zeta)^2$. With $n=p$ and $m=-q$ this equals $G^2$, so the two sets of lengths coincide. Restoring the area through $A=2\pi$ gives a form independent of the unit of length:
$$\boxed{\beta_A=\sum_{\mathbf R}e^{-\pi R^2/A}}$$

For the square lattice $R^2/A=m^2+n^2$. The first three shells contain four vectors each:
$$\beta_A=1+4e^{-\pi}+4e^{-2\pi}+4e^{-4\pi}+\dots=1+0.17286+0.00747+0.00001+\dots=1.1803 .$$
For the triangular lattice $\zeta=1/2$ and $k/L=\sqrt3/2$, so $R^2/A=(2/\sqrt3)(m^2+mn+n^2)$. The first two shells contain six vectors each:
$$\beta_A=1+6e^{-2\pi/\sqrt3}+6e^{-6\pi/\sqrt3}+\dots=1+0.1595+0.0001+\dots=1.1596 .$$

Evaluating the same sum for rhombic cells shows how the two are connected. As the angle between equal sides goes from $90^\circ$ through $75^\circ$ to $60^\circ$, $\beta_A$ takes the values 1.1803, 1.1714 and 1.1596. At the square lattice, numerical second differences of the sum are negative for this shear, $-0.295$ per square radian, and positive for a rectangular stretch. The square is therefore a saddle point, not a minimum.

## Part (b): the magnetization

Minimizing equation (3) with respect to $\bar\rho$ gives
$$\bar\rho=\frac{1-h/\kappa}{\beta_A[1-1/(2\kappa^2)]}=\frac{2\kappa(\kappa-h)}{(2\kappa^2-1)\beta_A}.$$
Averaging equation (2) gives $\langle b\rangle-h=-\bar\rho/(2\kappa)$. In SI units, where $M=B/\mu_0-H$ and $B$ is now the mean induction,
$$\boxed{M=-\frac{H_{c2}-H}{(2\kappa^2-1)\beta_A},\qquad \frac{dM}{dH}=\frac1{(2\kappa^2-1)\beta_A}}$$
to leading order in $H_{c2}-H$. In Gaussian units the slope is divided by $4\pi$. The result rests on the Ginzburg-Landau functional and therefore applies near $T_c$; at lower temperature the $\kappa$ in the slope is replaced by a temperature-dependent parameter from the microscopic theory. The magnetization is negative, but its slope is positive because the diamagnetism disappears as $H$ rises to $H_{c2}$.

Substituting $\bar\rho$ into equation (3) gives the energy relative to the normal state,
$$g+h^2=-\frac{(\kappa-h)^2}{(2\kappa^2-1)\beta_A}.$$
A smaller $\beta_A$ gives a lower energy. The triangular lattice gains 1.8% more energy than the square one at the same field.

The wrong slope is the correct one multiplied by $1-1/(2\kappa^2)$. The error disappears for large $\kappa$, where screening is weak, but at $\kappa=1$ it is a factor of two. For the triangular lattice the formulas then give 0.862 and 0.431. A direct numerical minimization of the full functional supports the first. It used one cell, thirteen Landau levels and a nonuniform field, and found $M$ by differentiating the minimum energy with respect to mean induction. Extrapolated to $H_{c2}$, the slope was 0.862.

As $\kappa$ approaches $1/\sqrt2$ from above, the coefficient of $\bar\rho^2$ in equation (3) goes to zero and the predicted slope diverges. The expansion requires $\bar\rho\ll1$, which by the formula for $\bar\rho$ means $\kappa-h\ll(2\kappa^2-1)\beta_A/(2\kappa)$, so the interval of field in which the linear law can be trusted shrinks to zero. Below $1/\sqrt2$ the coefficient is negative, so this expansion has no stable small-$\rho$ solution.

## Numerical example

Take the round model parameters $\kappa=5$, $\mu_0H_{c2}=2.0$ T and $\mu_0H=1.9$ T. Then $2\kappa^2-1=49$, and for the triangular lattice
$$\frac{dM}{dH}=\frac1{49\times1.1596}=0.01760,$$
$$\mu_0M=-0.01760\times(2.0-1.9)\ \text{T}=-1.760\ \text{mT}.$$
This corresponds to $M=-1.40\times10^3$ A/m, and the mean induction is 1.8982 T. In Gaussian units the slope is $1.40\times10^{-3}$. The square lattice would have an SI slope of 0.01729.

At this $\kappa$ the tempting formula falls short by $1/(2\kappa^2)=2\%$ of the correct slope. The square-lattice slope lies 1.8% below the triangular one, so at $\kappa=5$ the tempting slope for the triangular lattice would fall slightly below the correct slope for the square lattice. The error decreases as $1/\kappa^2$ while the relative difference between the lattices does not depend on $\kappa$, so the lattice difference is the larger of the two once $\kappa$ exceeds about 5.3.

The same numerical minimization shows how far the linear law extends for these parameters. At 1.9 T it gives $\mu_0M=-1.761$ mT. At 1.5 T it gives $-8.85$ mT, against $-8.80$ mT from the linear law, whose magnitude is thus about 0.6% below the full result.

Numerical values quoted here were computed with a short program.
